The exchange interference term in high-energy electron–electron scattering at lowest order, part 2

A beam electron scatters off a foil electron, e⁻(p₁) e⁻(p₂) → e⁻(p₃) e⁻(p₄). The problem is to obtain the rate, with the sign of its exchange interference term, from lowest-order QED. Units are ħ = c = 1, α = e²/4π, the metric is (+, −, −, −) and a̸ = a_μγ^μ. Assumption (b) is m² ≪ s, with the electron mass m set to zero.

In the chiral basis γ^μ has upper-right block σ^μ = (1, σ⃗) and lower-left block σ̄^μ = (1, −σ⃗). For p = E(1, n) the helicity spinors are u₊ = √(2E) (0, ξ₊) and u₋ = √(2E) (ξ₋, 0), with normalized ξ± obeying σ⃗·n ξ± = ±ξ±, and ū = u†γ⁰.

In the centre-of-mass frame all energies are E, p₁, p₂ point along ±ẑ, p₃, p₄ along ±n, and c = cos θ = ẑ·n. Then

s = (p₁ + p₂)² = 4E², t = (p₁ − p₃)² = −s(1 − c)/2, u = (p₁ − p₄)² = −s(1 + c)/2,

t⁴ + u⁴ = s⁴(1 + 6c² + c⁴)/8.

The amplitude is

M = e² [ N_t/t − N_u/u ],  (4)

N_t = [ū₃γ^μu₁][ū₄γ_μu₂],  N_u = [ū₄γ^μu₁][ū₃γ_μu₂],

obtained from

M = (e²/2) Σ_{ijkl} F_{ijkl} [ū_iγ^μu_j][ū_kγ_μu_l] / (p_i − p_j)²,  (5)

F_{ijkl} = ⟨0| b₄b₃ b_i†b_j b_k†b_l b₁†b₂† |0⟩,

with i, k outgoing and j, l incoming.

Lemma 3 (last three identities): γ^μ a̸ γ_μ = −2a̸,  γ^μ a̸b̸ γ_μ = 4a·b,  γ^μ a̸b̸c̸ γ_μ = −2c̸b̸a̸.

Lemma 6: Σ|N_t|² = 8(s² + u²),  Σ|N_u|² = 8(s² + t²).

Lemma 7: Σ N_tN_u* = Tr[ p̸₃ γ^μ p̸₁ γ^ν p̸₄ γ_μ p̸₂ γ_ν ] = −8s².

Lemma 8: dσ/dΩ = |M|²/(64π² s), with massless phase space dΦ/dΩ = 1/(32π²).

The theorem, for unpolarized electrons:

¼ Σ|M|² = 2e⁴ [ (s² + u²)/t² + (s² + t²)/u² + 2s²/(tu) ],  (2)

dσ/dΩ = α² (3 + cos²θ)² / (s sin⁴θ).  (3)

B is the bracket in (2). (3) counts events with one electron in dΩ; a region symmetric under reversal takes half its integral.

**Lemma 9 (helicity amplitudes).** Six of the sixteen amplitudes are nonzero. With helicities listed as h₁h₂ → h₃h₄,

|M(++ → ++)| = |M(−− → −−)| = 2e² s²/(tu),
|M(+− → +−)| = |M(−+ → −+)| = 2e² u/t,
|M(+− → −+)| = |M(−+ → +−)| = 2e² t/u.

Proof. Write b for the lower pair of a + spinor and a for the upper pair of a − spinor. Multiplying blocks, ū₊γ^μu′₊ = b†σ^μb′, ū₋γ^μu′₋ = a†σ̄^μa′, and a current between opposite helicities vanishes. So N_t needs h₃ = h₁ and h₄ = h₂, while N_u needs h₄ = h₁ and h₃ = h₂. These conditions admit the six assignments listed.

Any 2×2 matrix obeys X = ½(Tr X + σ⃗·Tr[σ⃗X]). Comparing the coefficients of the elements of X gives σ⃗_{αβ}·σ⃗_{γδ} = 2δ_{αδ}δ_{βγ} − δ_{αβ}δ_{γδ}. The metric puts a minus sign on the spatial part of a contraction, so

(σ^μ)_{αβ}(σ_μ)_{γδ} = δ_{αβ}δ_{γδ} − σ⃗_{αβ}·σ⃗_{γδ} = 2(δ_{αβ}δ_{γδ} − δ_{αδ}δ_{βγ}),

(σ^μ)_{αβ}(σ̄_μ)_{γδ} = δ_{αβ}δ_{γδ} + σ⃗_{αβ}·σ⃗_{γδ} = 2δ_{αδ}δ_{βγ}.

The contraction of σ̄ with σ̄ equals that of σ with σ. For four + helicities the first identity gives, with b₁ to b₄ now denoting two-component spinors,

N_t = 2[ (b₃†b₁)(b₄†b₂) − (b₃†b₂)(b₄†b₁) ] = 2 det(b₃, b₄)* det(b₁, b₂).

The bracket is the determinant of the matrix product (b₃, b₄)†(b₁, b₂), which explains the second form. It is odd under 3 ↔ 4, so N_u = −N_t. The + spinor for direction −n is the eigenvector of σ⃗·n with eigenvalue −1, so the two columns in each determinant are orthogonal with length √(2E), each determinant has modulus 2E, and |N_t| = 2(2E)² = 2s. Then

M = e²N_t(1/t + 1/u) = −e²N_t s/(tu),

of modulus 2e²s²/(tu). For +− → +− only N_t survives, and the second identity gives N_t = 2(b₃†a₂)(a₄†b₁). Particle 2 has helicity − along −ẑ, so a₂, like b₁, is √(2E) ξ₊(ẑ) up to a phase; likewise a₄ and b₃ are √(2E) ξ₊(n). The overlap satisfies |ξ₊(n)†ξ₊(ẑ)|² = Tr[(1 + σ⃗·n)(1 + σ⃗·ẑ)]/4 = (1 + c)/2. So |N_t| = 2(2E)²(1 + c)/2 = s(1 + c) = 2|u|, and |M| = 2e²u/t. The exchange 3 ↔ 4 gives the third line, and exchanging a with b and σ with σ̄ gives the partners with all helicities reversed. ∎

Remark 3 (a second proof of Lemma 7). The product N_tN_u* is nonzero only when all four helicities are equal, where it is −|N_t|² = −4s². The two such assignments give −8s². The direct sum is also recovered: Σ|N_t|² = 2(2s)² + 2(2u)² = 8(s² + u²).

Remark 4 (why the interference is constructive). For equal helicities the electrons move in opposite directions and so have opposite spin projections, and the determinant det(b₃, b₄) is the antisymmetric, singlet-type combination of the two spinors. The full amplitude must be odd under exchange. The spinor factor is already odd, so the remaining factor is even, 1/t + 1/u. With the fermion sign reversed this factor would be 1/t − 1/u, and equal-helicity electrons would not scatter at all at 90°. For opposite helicities the spin projection on the beam axis is ±1 and must be matched to a projection ±1 on the axis n, which is the origin of the factors (1 + c) and (1 − c). In that case the two diagrams lead to different final helicity states and cannot interfere.

Remark 5 (the sign is not universal). At lowest order, the rule that fermion exchange lowers the cross section holds for slow electrons and fails in the massless limit. Here slow means slow compared with light but with a relative speed still much larger than α, since otherwise the lowest order is not sufficient. For slow electrons a current reduces to ū′γ^μu ≈ 2m ξ′†ξ for μ = 0 and is small for spatial μ. Then Σ N_tN_u* = (2m)⁴ Tr[1] = +2(2m)⁴, the 2×2 trace arising from the same closed chain with Σξξ† = 1, and the interference term −2ΣN_tN_u*/(tu) is negative. The fermion sign is the same at all energies. The trace changes sign between the slow and the massless limits because the currents act differently on the spins. For slow electrons N_t is (2m)² times the identity on the two spins and N_u is (2m)² times the operator that exchanges them, so the sum is (2m)⁴ times the trace of the exchange operator, +1 for each of the three triplet states and −1 for the singlet, +2 in all. For massless electrons the currents between opposite helicities vanish, and only the two equal-helicity assignments, whose spinor factor is antisymmetric, interfere, each with −4s² (Remark 3).

Remark 6 (polarized beams). By Lemma 9, after the common factor 4e⁴/(t²u²) is removed, the rate for equal initial helicities is proportional to s⁴ and the rate for opposite ones to t⁴ + u⁴. With the expression for t⁴ + u⁴ found above,

A = (σ_equal − σ_opposite)/(σ_equal + σ_opposite) = (7 − 6c² − c⁴)/(9 + 6c² + c⁴) = sin²θ (7 + c²)/(3 + c²)²,

since (1 − c²)(7 + c²) = 7 − 6c² − c⁴. If the two beams have longitudinal helicity polarizations P₁ and P₂, the helicities are equal with probability (1 + P₁P₂)/2 and opposite with probability (1 − P₁P₂)/2, and the cross section is (3) times 1 + A P₁P₂. At 90°, A = 7/9. This large value helps in measuring beam polarization with magnetized iron foils, where only a small fraction of the electrons is polarized and the observed asymmetry, A P₁P₂, is much smaller than A.

Remark 7 (small angles). For θ → 0, (3) tends to 16α²/(sθ⁴). The t-channel term alone gives the same: with u → −s and t ≈ −sθ²/4, (α²/2s)(2s²/t²) = 16α²/(sθ⁴). This is the Rutherford behaviour of a massless photon exchanged at small momentum transfer. The interference term is smaller by the ratio t/u ≈ θ²/4, so at small angles the electrons scatter as if distinguishable. The peak at θ → π describes the same events, seen through the partner electron, and (3) is symmetric under θ → π − θ.

**Corollary (events within an angular cut).** For θ₀ < θ < π − θ₀ and c₀ = cos θ₀,

σ = (2πα²/s) [ 8c₀/sin²θ₀ + c₀ ].  (7)

Proof. The region is symmetric, so σ = ½ · 2π (α²/s) ∫_{−c₀}^{c₀} (3 + c²)²/(1 − c²)² dc, and as the integrand is even the factor ½ turns this into the integral from 0 to c₀ with prefactor 2πα²/s. Writing 3 + c² = 4 − (1 − c²), the integrand is 16/(1 − c²)² − 8/(1 − c²) + 1. Now

d/dc [ c/(1 − c²) ] = (1 + c²)/(1 − c²)² = 2/(1 − c²)² − 1/(1 − c²),

using 1 + c² = 2 − (1 − c²). Eight times this derivative is exactly the first two terms, so the antiderivative is 8c/(1 − c²) + c, with no logarithm left over. ∎

The expression diverges as θ₀ → 0, so a total cross section does not exist at this order.

Remark 8 (where the result fails). The mass correction is of relative order m²/s at every angle. With a mass each p̸ in the traces becomes p̸ + m. Traces of an odd number of γ matrices vanish, because, with γ⁵ = iγ⁰γ¹γ²γ³, which anticommutes with every γ^μ, inserting (γ⁵)² = 1 and anticommuting one γ⁵ around the trace shows it equal to its negative, so the new terms are of two kinds: m² multiplied by scalar products no larger than s/2, and m⁴ multiplied by pure numbers. Each numerator then shifts by an amount of order m²s, while the massless numerators s² + u², s² + t² and 2s² are all at least s² and enter with the same sign. The denominators are t = −2k²(1 − c) and u = −2k²(1 + c) with k² = s/4 − m², which differ from the massless values by the angle-independent factor 1 − 4m²/s. Lemma 8 holds unchanged. The condition m² ≪ |t| is therefore not needed for the unpolarized rate. The small-angle limit of validity has another source: for electrons bound in matter, binding and screening take over when √|t| falls to atomic momenta, of order αm or larger in heavier atoms. The motion of bound target electrons also smears s, by a relative amount of order their momentum divided by m, which shifts laboratory angles. Radiative corrections are of relative order α/π, enhanced by logarithms of s/m² and of the detector's energy resolution for soft photons. Exchange of the Z boson adds terms of relative order at most s/M_Z², with M_Z roughly 90 GeV, and these matter only at far higher energy or in parity-violating asymmetries.

Remark 9 (possible errors). One error is to attach a factor −1 to the single trace as though it were a closed fermion loop. The traces here come from spin sums over commuting numbers and carry no such factor; the only statistical sign is the one in (4). A second is to forget the reversal of order in γ^μa̸b̸c̸γ_μ = −2c̸b̸a̸. Without it the trace would become −2Tr[p̸₃p̸₁γ^νp̸₄p̸₂γ_ν] and give t² in place of s², which is not even symmetric under 3 ↔ 4 as the interference term has to be. A third is to put the factor ½ into (3) and then compare with the singles rate of one detector, or to omit it when integrating over both hemispheres. A fourth is to use (3) with a laboratory angle: (2) is invariant, while (3) holds in the centre-of-mass frame only.

**Worked example**

The chosen inputs are a beam of E_beam = 10.0 GeV electrons and a foil of bcc iron of thickness L = 10 μm, with the lattice constant set to a = 2.87 Å as an input (the real metal has about 2.9 Å), and two atoms of 26 electrons, 52 electrons, per cubic cell. The target electrons are treated as free, at rest and unpolarized. The constants are α = 7.29735256×10⁻³, m = 0.510999 MeV and (ħc)² = 389.3794 GeV² μb.

With p₂ = (m, 0), p₁·p₂ = mE_beam and s = 2m² + 2mE_beam = 2m(m + E_beam), so

s = 2 × 0.510999×10⁻³ × (0.510999×10⁻³ + 10.0) GeV² = 1.022050×10⁻² GeV².

This corresponds to √s = 101.0965 MeV, and m²/s = 2.5549×10⁻⁵, well inside assumption (b). The scale of the cross section is

α²/s = (7.29735256×10⁻³)² / (1.022050×10⁻²) × 389.3794 μb = 2.02876 μb,

and α²/2s = 1.01438 μb.

At θ = 90°, t = u = −s/2 = −5.11025×10⁻³ GeV². Each direct term is (1 + ¼)/(¼) = 5 and the interference term is 2/(¼) = 8, so B = 18 and

dσ/dΩ = 1.01438 × 18 μb/sr = 18.259 μb/sr.

Formula (3) gives the same as 9α²/s. Without interference B = 10 and the result would be 10.144 μb/sr; with the wrong sign B = 2 and it would be 2.029 μb/sr. The helicity amplitudes in units of e² are 8, 2 and 2, and A = 7/9 = 0.77778.

At θ = 60°, c = ½, t = −s/4 = −2.55513×10⁻³ GeV² and u = −3s/4 = −7.66538×10⁻³ GeV². The three terms are

(1 + 9/16)/(1/16) = 25,  (1 + 1/16)/(9/16) = 17/9 = 1.88889,  2/(3/16) = 32/3 = 10.66667,

so B = 37.55556 and dσ/dΩ = 1.01438 × 37.55556 μb/sr = 38.096 μb/sr. Dropping the interference gives B = 26.88889 and 27.276 μb/sr, and reversing it gives B = 16.22222 and 16.456 μb/sr. The helicity amplitudes are 10.66667, 6 and 0.66667 in units of e², and A = (3/4)(29/4)/(13/4)² = 87/169 = 0.51479.

The same amplitude evaluated numerically with massive spinors, at the same s and θ, gives 18.25970 μb/sr at 90° against 18.25887 for m = 0, and 38.09825 μb/sr at 60° against 38.09567. The relative shifts are 4.5426×10⁻⁵ and 6.7735×10⁻⁵, that is 1.7780 and 2.6512 times m²/s. The mass raises the cross section slightly at both angles, by the order found in Remark 8.

For events with 60° < θ < 120°, c₀ = ½ and the bracket in (7) is 4/(3/4) + ½ = 5.83333, so

σ = 2π × 2.02876 μb × 5.83333 = 74.358 μb.

The electron density is n = 52/(2.87×10⁻¹⁰ m)³ = 2.19967×10³⁰ m⁻³, and the foil presents nL = 2.19967×10²⁵ electrons per m². A cross section is unchanged by a boost along the beam, so σ can be used directly with the laboratory density. With 1 μb = 10⁻³⁴ m², the probability that a beam electron produces such an event is

nLσ = 2.19967×10²⁵ × 74.3581×10⁻³⁴ = 1.6356×10⁻⁷.

The digits in this example are those of the tree-level formula for the stated inputs, kept for comparison with the numerical check. The radiative and bound-electron effects of Remark 8 are far larger than the last digits, so for a real foil the result is only an estimate, of order 10⁻⁷.

The numerical check below tests these results by routes that avoid the algebra used here. The last three identities of Lemma 3 and the double and single traces are evaluated with explicit 4×4 matrices on random four-vectors. The amplitude is built from (5), with explicit spinors and with the operators b_i represented by Jordan–Wigner matrices whose anticommutators are verified first, so that the factors F, printed as +1 for 3142 and 4231 and −1 for 3241 and 4132, come from matrix multiplication with no sign inserted by hand. That amplitude is compared at five angles with (4), with the sums of Lemmas 6 and 7, with the six helicity amplitudes, with the asymmetry and with the angular form of the theorem. The reduction of B and the antiderivative in the corollary are checked symbolically. The phase space is integrated with a smeared energy delta function and gives 3.166287×10⁻³, equal to 1/(32π²), and the cut cross section obtained by Gauss–Legendre quadrature of the spinor amplitude is 74.3581 μb, equal to (7). Halving the electron mass at fixed s reduces the mass correction by a factor that equals four to within 0.01, as an m² dependence requires.

Calculated quantities

```
Fock factors <f|bi+ bj bk+ bl|i>, nonzero (ijkl): {'3142': 1, '3241': -1, '4132': -1, '4231': 1}
dPhi/dOmega by quadrature = 3.166287e-03; 1/(32 pi^2) = 3.166287e-03
alpha = 7.29735256e-03; 1/alpha = 137.0360
m_e = 0.510999 MeV; (hbar c)^2 = 389.3794 GeV^2 microbarn
E_beam = 10.0 GeV (input)
s = 1.022050e-02 GeV^2; sqrt(s) = 101.0965 MeV; m^2/s = 2.5549e-05
alpha^2/s = 2.02876 microbarn; alpha^2/(2s) = 1.01438 microbarn
--- theta_CM = 90 deg
t = -5.11025e-03 GeV^2; u = -5.11025e-03 GeV^2
(s2+u2)/t2 = 5.00000; (s2+t2)/u2 = 5.00000; 2s2/(tu) = 8.00000
bracket = 18.00000; no interference 10.00000; wrong sign 2.00000
dsigma/dOmega formula = 18.25887 microbarn/sr
dsigma/dOmega Fock+spinors, m=0 = 18.25887 microbarn/sr
dsigma/dOmega Fock+spinors, m=m_e = 18.25970 microbarn/sr
relative mass correction = 4.5426e-05 = 1.7780 m^2/s
no interference = 10.14382; wrong sign = 2.02876 microbarn/sr
|M|/e^2: equal hel 8.00000; 2u/t = 2.00000; 2t/u = 2.00000
helicity asymmetry A = 0.77778
--- theta_CM = 60 deg
t = -2.55513e-03 GeV^2; u = -7.66538e-03 GeV^2
(s2+u2)/t2 = 25.00000; (s2+t2)/u2 = 1.88889; 2s2/(tu) = 10.66667
bracket = 37.55556; no interference 26.88889; wrong sign 16.22222
dsigma/dOmega formula = 38.09567 microbarn/sr
dsigma/dOmega Fock+spinors, m=0 = 38.09567 microbarn/sr
dsigma/dOmega Fock+spinors, m=m_e = 38.09825 microbarn/sr
relative mass correction = 6.7735e-05 = 2.6512 m^2/s
no interference = 27.27560; wrong sign = 16.45553 microbarn/sr
|M|/e^2: equal hel 10.66667; 2u/t = 6.00000; 2t/u = 0.66667
helicity asymmetry A = 0.51479
--- events with 60 deg < theta_CM < 120 deg
8c0/sin^2+c0 = 5.83333
sigma formula = 74.3581 microbarn; quadrature = 74.3581 microbarn
bcc Fe inputs: a = 2.87 angstrom, 52 electrons/cell, L = 10 micrometre
n_e = 2.19967e+30 m^-3; n_e L = 2.19967e+25 m^-2
probability per beam electron = 1.6356e-07
```
